# Maximum phase difference on total reflection and the Fresnel rhomb's index limit

## First derivation: travelling waves and the angle of incidence

### A case that can be followed by hand

Take a glass with \(n^2=3\), bounded by air, and let a plane wave inside the glass meet the flat surface at 45° to the normal. The index \(n\) is the glass index divided by the air index. Since \(\sin45^\circ=1/\sqrt2\) is larger than \(1/n=1/\sqrt3\), the light is totally reflected. The question is how the reflection shifts the phases of its two polarizations.

Let the glass fill \(z<0\) and the air \(z>0\), with the plane of incidence as the \(xz\) plane. Every field carries the time factor \(e^{-i\omega t}\). Wave numbers are divided by the wave number in air, so a wave in air has \(k_x^2+k_z^2=1\) and a wave in the glass has \(k_x^2+k_z^2=n^2=3\). At 45° the incident wave has

\[
k_x=k_z=\sqrt{3}\,\frac{1}{\sqrt2}=\sqrt{\frac32}.
\]

The surface is uniform along \(x\), so the wave in air has the same \(k_x\). Its normal component obeys

\[
k_z^2=1-\frac32=-\frac12,\qquad k_z=\frac{i}{\sqrt2}.
\]

The positive imaginary root makes \(e^{ik_zz}=e^{-z/\sqrt2}\) decay away from the glass. The other root would grow without limit, although nothing in the air supplies such a field.

Consider first the s wave, whose electric field points along \(y\), perpendicular to the plane of incidence. Let the incident field have amplitude 1, the reflected field \(r_s\) and the field in air \(t_s\). The tangential electric field is continuous, so \(1+r_s=t_s\). The tangential magnetic field is also continuous. For an s wave it is proportional to \(k_z\) times the electric amplitude, as shown below, and \(k_z\) changes sign on reflection. Therefore

\[
\sqrt{\frac32}\,(1-r_s)=\frac{i}{\sqrt2}\,(1+r_s).
\]

Multiplying by \(\sqrt2\) and collecting the terms in \(r_s\) gives

\[
r_s=\frac{\sqrt3-i}{\sqrt3+i}=e^{-i\,60^\circ},
\]

because \(\sqrt3+i\) has phase 30° and \(\sqrt3-i\) has phase −30°.

The p wave has its magnetic field along \(y\). Its tangential electric field is proportional to \(k_z/\varepsilon\) times the magnetic amplitude, where \(\varepsilon\) is 3 in the glass and 1 in air. The condition becomes

\[
\frac13\sqrt{\frac32}\,(1-r_p)=\frac{i}{\sqrt2}\,(1+r_p).
\]

Multiplication by \(3\sqrt2\) turns this into \(\sqrt3(1-r_p)=3i(1+r_p)\), so

\[
r_p=\frac{\sqrt3-3i}{\sqrt3+3i}=\frac{1-i\sqrt3}{1+i\sqrt3}=e^{-i\,120^\circ}.
\]

Both waves return with full strength, but their phases differ by 60°. The difference comes from the factor \(\varepsilon\) in the p condition. Two such reflections give 120°, which is more than the 90° of a quarter wave. With a smaller index the shift is smaller, and below some index two reflections can no longer supply 90°.

### The reflection coefficients for any index and angle

The glass and the air are now taken as lossless, isotropic and non-magnetic, with a sharp, bare, plane surface between them. The air extends far enough for the decaying field to die out. The magnetic field is multiplied by the wave impedance of air, which gives \(E\) and \(H\) equal amplitudes for a travelling wave in air. For a plane wave with vector \(\mathbf k\), Maxwell's equations then read

\[
\mathbf H=\mathbf k\times\mathbf E,\qquad
\mathbf E=-\frac{1}{\varepsilon}\,\mathbf k\times\mathbf H,
\]

with \(\varepsilon=n^2\) in the glass and \(\varepsilon=1\) in air. Since \((\mathbf k\times\hat{\mathbf y})_x=-k_z\), the s wave has \(H_x=-k_zE_y\) and the p wave has \(E_x=k_zH_y/\varepsilon\). These are the two proportionalities used above.

Let \(\theta>0\) be the angle of incidence in the glass, measured from the normal. Define

\[
\beta=n\sin\theta,\qquad q=n\cos\theta,\qquad
\kappa=\sqrt{n^2\sin^2\theta-1}.
\]

The incident wave has \(\mathbf k=(\beta,0,q)\), the reflected wave \((\beta,0,-q)\), and the wave in air \((\beta,0,i\kappa)\). Total reflection requires \(\sin\theta>1/n\), which makes \(\kappa\) real.

For the s wave, continuity of \(E_y\) and \(H_x\) gives

\[
1+r_s=t_s,\qquad -q+q\,r_s=-i\kappa\,t_s .
\]

Substitution of the first equation into the second gives \(q(1-r_s)=i\kappa(1+r_s)\). For the p wave, continuity of \(H_y\) and \(E_x\) gives \((q/n^2)(1-r_p)=i\kappa(1+r_p)\). Solving each for its coefficient,

\[
r_s=\frac{q-i\kappa}{q+i\kappa},\qquad
r_p=\frac{q-in^2\kappa}{q+in^2\kappa}.
\]

Each numerator is the complex conjugate of its denominator, so both coefficients have modulus one. This agrees with the energy balance: the decaying wave carries no average power away from the surface.

The coefficient \(r_p\) is a ratio of magnetic amplitudes. It is also a ratio of electric amplitudes if the positive p direction is \(\hat{\mathbf s}\times\mathbf k\) for each ray, with \(\hat{\mathbf s}=\hat{\mathbf y}\). This follows from \(\mathbf E=-\mathbf k\times\hat{\mathbf y}/\varepsilon=\hat{\mathbf y}\times\mathbf k/\varepsilon\) at unit magnetic amplitude. The axes then turn with the beam. If the p axis were reversed at each reflection, each \(r_p\) would change sign, and the product of two would be unchanged.

### The phase difference

Let \(\varphi_s\) and \(\varphi_p\) be the phases of the two denominators. Both lie between 0 and 90°, and

\[
\tan\varphi_s=\frac{\kappa}{q},\qquad
\tan\varphi_p=\frac{n^2\kappa}{q},\qquad
r_s=e^{-2i\varphi_s},\qquad r_p=e^{-2i\varphi_p}.
\]

The phase difference \(\delta\) is defined by \(r_p/r_s=e^{-i\delta}\), hence \(\delta=2(\varphi_p-\varphi_s)\). It is positive because \(n^2>1\). The rule for the tangent of a difference gives

\[
\tan\frac{\delta}{2}
=\frac{n^2\kappa/q-\kappa/q}{1+n^2\kappa^2/q^2}
=\frac{(n^2-1)\,\kappa q}{q^2+n^2\kappa^2}.
\]

The denominator simplifies when \(q\) and \(\kappa\) are inserted:

\[
q^2+n^2\kappa^2
=n^2\left(1-\sin^2\theta+n^2\sin^2\theta-1\right)
=n^2(n^2-1)\sin^2\theta .
\]

The factor \(n^2-1\) cancels. With \(q=n\cos\theta\) and \(\kappa=n\sqrt{\sin^2\theta-1/n^2}\), the result is

\[
\tan\frac{\delta}{2}
=\frac{\cos\theta\,\sqrt{\sin^2\theta-1/n^2}}{\sin^2\theta}.
\]

At the critical angle the square root vanishes, and at grazing incidence the cosine vanishes. The phase difference is therefore zero at both ends of the range. In the first limit both coefficients tend to \(+1\); in the second both tend to \(-1\). Between them there must be a maximum.

### The maximum

Both sides are squared, and \(u=1/\sin^2\theta\) is introduced. Total reflection corresponds to \(1<u<n^2\). Dividing the two factors in the numerator by \(\sin^2\theta\) each gives

\[
\tan^2\frac{\delta}{2}
=\left(\frac{1}{\sin^2\theta}-1\right)
\left(1-\frac{1}{n^2\sin^2\theta}\right)
=\frac{(u-1)(n^2-u)}{n^2}.
\]

This is a parabola in \(u\), with zeros at 1 and \(n^2\). Write \(m=(n^2+1)/2\) for the midpoint and \(a=(n^2-1)/2\) for half the distance between the zeros. Then \(u-1=a+(u-m)\) and \(n^2-u=a-(u-m)\), so

\[
\tan^2\frac{\delta}{2}=\frac{a^2-(u-m)^2}{n^2}.
\]

The subtracted square is never negative. The largest value occurs at \(u=m\):

\[
\tan\frac{\delta_m}{2}=\frac{n^2-1}{2n},\qquad
\sin^2\theta_m=\frac{2}{n^2+1}.
\]

Because \(\delta/2\) lies between 0 and 90°, where the tangent increases, this is also the maximum of \(\delta\). For \(n^2=3\) the formulas give \(\theta_m=45^\circ\) and \(\delta_m=60^\circ\). The opening example was the best angle for its glass.

### What two reflections require

In a Fresnel rhomb the beam enters and leaves at normal incidence and is totally reflected at two parallel walls. Both reflections share one plane of incidence, so the s and p axes are common and the phase differences add. If the light entering has equal s and p amplitudes in phase, a total of 90° makes the p amplitude \(-i\) times the s amplitude. The light is then circularly polarized.

Let the two phase differences be \(\delta_1\) and \(\delta_2\), which need not be equal. Their sum is at most \(2\delta_m\), and this is less than 360°. A quarter-wave element needs a sum of 90° or 270°. The second choice needs \(\delta_m\ge135^\circ\), which is a stronger demand than the first. The necessary condition is therefore \(\delta_m\ge45^\circ\), or, with \(T=\tan22.5^\circ=0.414214\),

\[
\frac{n^2-1}{2n}\ge T,\qquad\text{that is}\qquad n^2-2Tn-1\ge0 .
\]

The quadratic has one positive root, and the inequality holds for positive \(n\) at or above it:

\[
n\ge T+\sqrt{1+T^2}=\tan22.5^\circ+\sec22.5^\circ=1.4966 .
\]

Rounded to three decimals, the limit is 1.497. The condition is also sufficient: \(\delta\) varies continuously from zero to \(\delta_m\), so an angle with \(\delta=45^\circ\) exists. At the limiting index this angle is 51.8°.

### The angles of a crown-glass rhomb

Borosilicate crown glass has an index of roughly 1.52 at a wavelength of 633 nm. Taking \(n=1.52\) gives

\[
\tan\frac{\delta_m}{2}=\frac{1.52^2-1}{2\times1.52}=0.431,\qquad
\delta_m=46.64^\circ .
\]

Two reflections can reach 93.3°, so there is a little to spare. Setting \(\tan(\delta/2)=T\) in the parabola gives the working angles:

\[
u=m\pm\sqrt{a^2-n^2T^2}=1.655\pm0.181 .
\]

From \(\sin\theta=1/\sqrt u\), they are 47.55° and 55.46°. They lie on either side of the maximum at 51.01°, and both exceed the critical angle of 41.14°. The digits belong to \(n=1.52\) exactly and are not design values: for \(n=1.5151\), closer to common borosilicate crown at 633 nm, the working angles are 48.05° and 55.08°, the maximum total is 92.6°, and walls set for 55.46° give 89.5°.

The larger angle tolerates tilt better. The parabola has equal and opposite slopes at the two values of \(u\), but

\[
\frac{du}{d\theta}=-\frac{2\cos\theta}{\sin^3\theta}
\]

is smaller in magnitude at the larger angle. A tilt of the beam in the plane of incidence changes both internal angles equally, because the walls are parallel. For an internal tilt of 0.1°, the formula for \(\delta\) gives a change in total phase difference of 0.13° at the larger working angle and 0.22° at the smaller one. Each figure is the greater of the changes for the two directions of tilt.

## Second derivation: standing waves and a fixed ratio of tangents

The glass has index \(n\) relative to air and fills \(z<0\). The angle of incidence is \(\theta\), and \(\beta=n\sin\theta\), \(q=n\cos\theta\) and \(\kappa=\sqrt{\beta^2-1}\) are wave numbers divided by that in air. The phase difference between p and s is \(\delta\), with maximum \(\delta_m\) at the angle \(\theta_m\). The first derivation found \(\tan(\delta_m/2)=(n^2-1)/(2n)\), and hence \(n\ge1.4966\) for a quarter wave from two reflections. The same results are now obtained without travelling-wave coefficients and without the formula for \(\delta\) as a function of angle.

### Real field profiles on the two sides

Under total reflection, the incident and reflected waves have equal strength and form a standing wave along \(z\). It can be described by a real function, which must join a decaying function in the air.

With lengths measured in units of the inverse wave number in air, and \(H\) scaled by the impedance of air, Maxwell's equations for the time factor \(e^{-i\omega t}\) are

\[
\nabla\times\mathbf E=i\mathbf H,\qquad
\nabla\times\mathbf H=-i\varepsilon\mathbf E .
\]

For the s wave, write \(E_y=f(z)e^{i\beta x}\). The \(x\) and \(z\) components of the first equation give, with the common factor \(e^{i\beta x}\) omitted,

\[
H_x=if',\qquad H_z=\beta f .
\]

The \(y\) component of the second equation is \(\partial_zH_x-\partial_xH_z=-i\varepsilon E_y\). Inserting the two fields gives \(if''-i\beta^2f=-i\varepsilon f\), or

\[
f''=(\beta^2-\varepsilon)f .
\]

For the p wave, write \(H_y=g(z)e^{i\beta x}\). The second Maxwell equation now gives

\[
E_x=-\frac{i}{\varepsilon}\,g',\qquad
E_z=-\frac{\beta}{\varepsilon}\,g .
\]

The \(y\) component of the first equation, \(\partial_zE_x-\partial_xE_z=iH_y\), becomes \(-ig''/\varepsilon+i\beta^2g/\varepsilon=ig\). Multiplication by \(i\varepsilon\) gives \(g''-\beta^2g=-\varepsilon g\), so \(g\) obeys the same equation as \(f\).

In the glass, \(\beta^2-\varepsilon=\beta^2-n^2=-q^2\), and the profile oscillates. In air, \(\beta^2-1=\kappa^2\), and the profile that remains finite is proportional to \(e^{-\kappa z}\). In the glass it can be written as

\[
\cos(qz+\varphi)=\tfrac12\left(e^{i\varphi}e^{iqz}+e^{-i\varphi}e^{-iqz}\right).
\]

The first term travels towards the surface and the second away from it. Their amplitude ratio is \(e^{-2i\varphi}\). The shift \(\varphi\) of the standing wave therefore determines the phase of reflection.

### Matching at the surface

The tangential fields \(E_y\) and \(H_x\) of the s wave are continuous. Thus \(f\) and \(f'\) are continuous, and so is their ratio \(f'/f\). At \(z=0\) this ratio is \(-q\tan\varphi_s\) on the glass side and \(-\kappa\) on the air side:

\[
\tan\varphi_s=\frac{\kappa}{q}.
\]

For the p wave, \(g\) and \(g'/\varepsilon\) are continuous. Equating \(g'/(\varepsilon g)\) on the two sides gives \(-(q/n^2)\tan\varphi_p=-\kappa\), so

\[
\tan\varphi_p=\frac{n^2\kappa}{q}.
\]

The magnetic profile of the p wave has a slope \(n^2\) times steeper just inside the glass than just outside. To meet this condition, its standing wave is shifted farther from the surface. The nearest crest of \(\cos(qz+\varphi)\) lies at \(z=-\varphi/q\), and \(\varphi_p>\varphi_s\). The phase difference of the reflected waves is twice the difference between these shifts, \(\delta=2(\varphi_p-\varphi_s)\).

### The maximum from one trigonometric identity

The two matching conditions share the same \(\kappa\) and \(q\). Division removes both:

\[
\tan\varphi_p=n^2\tan\varphi_s .
\]

The problem is now to find the greatest difference between two acute angles whose tangents have a fixed ratio. Dividing the sine formulas for a difference and a sum by \(\cos\varphi_p\cos\varphi_s\) gives

\[
\frac{\sin(\varphi_p-\varphi_s)}{\sin(\varphi_p+\varphi_s)}
=\frac{\tan\varphi_p-\tan\varphi_s}{\tan\varphi_p+\tan\varphi_s}
=\frac{n^2-1}{n^2+1}.
\]

Since \(\varphi_p-\varphi_s=\delta/2\),

\[
\sin\frac{\delta}{2}
=\frac{n^2-1}{n^2+1}\,\sin(\varphi_p+\varphi_s)
\le\frac{n^2-1}{n^2+1}.
\]

The bound is reached when \(\varphi_p+\varphi_s=90^\circ\). Such an angle of incidence exists: as \(\theta\) goes from the critical angle to grazing incidence, \(\kappa/q\) rises continuously from zero without limit, so the sum of the two shifts goes from 0 to 180°. At the maximum the tangents are reciprocals, which means \(n^2\kappa^2/q^2=1\). With \(q=n\cos\theta\), this becomes \(\kappa=\cos\theta\). Squaring gives

\[
n^2\sin^2\theta_m-1=1-\sin^2\theta_m,\qquad
\sin^2\theta_m=\frac{2}{n^2+1}.
\]

To compare the two forms of the maximum, the cosine is needed:

\[
\cos\frac{\delta_m}{2}
=\frac{\sqrt{(n^2+1)^2-(n^2-1)^2}}{n^2+1}
=\frac{2n}{n^2+1}.
\]

The ratio of sine to cosine is \((n^2-1)/(2n)\), in agreement with the first derivation. For \(n^2=3\) the sine is one half, which again gives \(\delta_m=60^\circ\).

Two limits show how the index acts. When \(n\) is close to 1, \((n^2-1)/(2n)\) is close to \(n-1\), so \(\delta_m\approx2(n-1)\) in radians: a weak contrast separates the two shifts only slightly. When \(n\) is very large, \(\delta_m\) approaches 180°.

### The index limit again

Two reflections in a common plane give a quarter wave if \(\delta_m\ge45^\circ\). Let \(S=\sin22.5^\circ\). The condition \((n^2-1)/(n^2+1)\ge S\) rearranges to

\[
n^2\ge\frac{1+S}{1-S}
=\frac{(1+S)^2}{1-S^2}
=\left(\frac{1+\sin22.5^\circ}{\cos22.5^\circ}\right)^2 .
\]

The positive root is \(n\ge\sec22.5^\circ+\tan22.5^\circ=1.4966\), as before. The same argument for three equal reflections asks for 30° from each and gives

\[
n\ge\sec15^\circ+\tan15^\circ=1.303 .
\]

The limit of 1.497 is therefore specific to two reflections. A total of 270° from two reflections would require \(n\ge\sec67.5^\circ+\tan67.5^\circ=5.03\).

### What each derivation assumes

Both derivations assume plane waves, isotropic non-magnetic media, a sharp bare surface and air deep enough for the outer field to vanish. They use the same continuity conditions, so they are not independent tests of those conditions. They differ in what they require afterwards.

The first works with travelling waves. Its matching equations also apply when the outer medium absorbs, provided that \(i\kappa\) and the outer permittivity take their complex values; the moduli of the coefficients then differ from one. To locate the maximum, it uses the full dependence of \(q\) and \(\kappa\) on angle. In return it gives \(\delta\) at each angle, and hence the working angles and their tolerance to tilt.

The second assumes total reflection and no loss from the start, since it uses real standing waves. Its upper bound does not need the relation between \(\kappa\) and \(\theta\). It needs the same \(q\) and \(\kappa\) for both polarizations, and the ratio \(n^2\) between the tangents. The relation to angle enters when one shows that the bound is reached. This makes it clear which changes can invalidate the bound: an anisotropic medium can give the polarizations different wave numbers, and a surface film can change the ratio of tangents.

### Fused silica in visible light

The formulas alone do not exclude a material; its index must be known. For fused silica a rough value at 633 nm is 1.46. Then

\[
\tan\frac{\delta_m}{2}=\frac{1.46^2-1}{2\times1.46}=0.388,\qquad
\delta_m=42.4^\circ .
\]

Two reflections at the best angle, 53.05°, give 84.7°, which is 5.3° short of a quarter wave.

The index rises towards the blue, so one wavelength is not enough. A model with a single electronic resonance at photon energy \(E_0\) describes the rise:

\[
n^2(E)-1=(n_r^2-1)\,\frac{E_0^2-E_r^2}{E_0^2-E^2}.
\]

Here \(E\) is the photon energy, and \(n_r\) is the index at the photon energy \(E_r\) of 633 nm light. With the rough value \(E_0=13\) eV, the silica index goes from 1.457 at 750 nm to 1.477 at 380 nm. Since \(\delta_m\) increases with \(n\), the best case in this range is at 380 nm, where two reflections give 87.1°. For the model to reach the limit at 380 nm, the index at 633 nm would have to be 1.479 instead of 1.46. The exclusion therefore survives an error of nearly 0.02 in the rough index, with the resonance energy held fixed. These figures depend on the resonance energy: for \(E_0=12\) and 14 eV the total at 380 nm is 87.6° and 86.8°, and the required index at 633 nm is 1.476 and 1.482, so the exclusion holds in both cases. In the ultraviolet the model reaches the limit near 290 nm, a rough figure that moves to about 310 nm and 270 nm for those two energies; a Sellmeier fit to measured silica indices puts it near 273 nm. The exclusion applies to a bare, stress-free silica rhomb in visible light.

### How far a real rhomb departs from the model

The crown-glass rhomb with \(n=1.52\) at 633 nm and walls set for 55.46° shows the size of the neglected effects. The index values used here are typical of the named glasses, but rough. Each change below is in the total phase difference, relative to 90°, with the internal angle held fixed.

Residual stress makes the glass weakly birefringent. Let the beam aperture be \(w=10\) mm. The end face is perpendicular to the beam and spans the gap between the walls, so the gap is \(w\sin\theta\). The central ray crosses half the gap, then the whole gap, then half again. Its path is

\[
\frac{2w\sin\theta}{\cos\theta}=2w\tan\theta=29.1\ \text{mm}.
\]

A rough residual birefringence of 2 nm of path difference per centimetre gives at most

\[
\frac{2\times2.91}{633}\times360^\circ=3.3^\circ ,
\]

with the stress axes along s and p over the whole path. This is the largest of the effects estimated here.

Dispersion comes next. The same resonance energy is used for the crown glass. At fixed angle, \(\tan^2(\delta/2)=(u-1)(1-u/n^2)\), with \(u=1/\sin^2\theta\), increases with \(n\). The total rises by 1.4° at 400 nm and falls by 0.2° at 700 nm. The rise at 400 nm runs from 2.0° to 1.1° as the resonance energy goes from 11 to 15 eV.

A film of water 2 nm thick on both walls, with index 1.33, lowers the total by 0.4°. This was found by numerically solving the linear continuity equations at both surfaces of the film, with a forward and a backward wave inside it. The size and sign depend on the film: 10 nm of water lowers the total by 2.1°, while 5 nm of a coating with index 2.1 raises it by about 8°, more than the stress estimate. Warming by 20 K, with a rough index slope of \(3\times10^{-6}\) per kelvin, adds about 0.006°.

The index in all these formulas is relative to air. If 1.52 is instead the index relative to vacuum, division by a rough air index of 1.0003 lowers the total by 0.04°. The limit itself, expressed relative to vacuum, becomes \(1.496606\times1.0003=1.4971\), which still rounds to 1.497.

For a bare, stress-free two-reflection rhomb in air, the index limit decides whether a quarter wave is available. Residual stress can add or remove a few degrees, so the limit is not sharp for a real piece of glass. Under the assumptions of the crown-glass example, this stress can matter more to the result than the change of index across the visible range.

Numbers in the example were calculated in double precision.
